# Why the first-star AB-to-BA saddle in bilayer graphene is one ninth

## Question

I am trying to understand how a small graphene flake, nucleated on top of a larger graphene layer during chemical vapour deposition, chooses between AB and BA stacking. As a first model I slide one rigid layer over the other and expand the energy in Fourier harmonics of the displacement, keeping only the six shortest reciprocal vectors.

I have been told that the saddle between AB and BA must then lie at one ninth of the AA energy, both measured from AB. I cannot get there. My expansion has six complex coefficients, and I do not see how one number independent of all of them can come out. I also do not see why the midpoint between AB and BA should be the lowest pass and not just a convenient point on a straight line. Finally, when I let the layer spacing adjust at each displacement, my ratio is clearly larger than $1/9$. Is the statement wrong, or am I misusing it?

## Answer

The statement is right for the truncated energy. Symmetry reduces your six coefficients to one, which cancels in the ratio. Spacing relaxation creates harmonics outside the first star, so your relaxed ratio does not contradict it.

### Geometry

Take lattice vectors $\mathbf a_1,\mathbf a_2$ of length $a$ at $60^\circ$, and reciprocal vectors with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Define $\mathbf b_3=-\mathbf b_1-\mathbf b_2$. The three $\mathbf b_i$ have equal length $b=4\pi/(\sqrt3a)$ and sum to zero, so they point $120^\circ$ apart. With their negatives they form the first star.

Put the origin at a hexagon centre. The two atoms of a cell then sit at $(\mathbf a_1+\mathbf a_2)/3$ and $2(\mathbf a_1+\mathbf a_2)/3$. Let $\mathbf u$ be the displacement of the upper layer from AA stacking, where every atom has another directly below it.

- For $\mathbf u=(\mathbf a_1+\mathbf a_2)/3$, the first upper atom lies over the second lower atom, and the second upper atom lies over a hexagon centre. This is AB.
- For $\mathbf u=2(\mathbf a_1+\mathbf a_2)/3$ the roles are exchanged. This is BA.
- Halfway between them is $\mathbf u=(\mathbf a_1+\mathbf a_2)/2$.

I use the phases $\theta_i=\mathbf b_i\cdot\mathbf u$, which satisfy $\theta_1+\theta_2+\theta_3=0$.

### From six coefficients to one

Shifting the upper layer by a lattice vector changes nothing, so the energy per cell is
$$V(\mathbf u)=\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf u},\qquad c_{-\mathbf G}=c_{\mathbf G}^*,$$
where the second relation holds because $V$ is real. Two symmetries do the rest.

1. A rotation by $120^\circ$ about a hexagon centre maps each undisplaced layer onto itself and rotates $\mathbf u$. The energy is unchanged, so the coefficients of $\mathbf b_1,\mathbf b_2,\mathbf b_3$ are equal.
2. A half turn about the same axis also maps each undisplaced layer onto itself and sends $\mathbf u$ to $-\mathbf u$. Hence $V(\mathbf u)=V(-\mathbf u)$ and $c_{-\mathbf G}=c_{\mathbf G}$. Together with $c_{-\mathbf G}=c_{\mathbf G}^*$ this makes the coefficients real.

All six first-star coefficients therefore equal one real number $V_1$. Pairing $\mathbf b_i$ with $-\mathbf b_i$ gives $2\cos\theta_i$, so
$$V=V_0+2V_1F,\qquad F=\cos\theta_1+\cos\theta_2+\cos\theta_3 .$$

The evenness $V(\mathbf u)=V(-\mathbf u)$ is essential. If the two sublattices were different in one layer only, it would be lost and the coefficients could carry a phase $\chi$, with $F=\sum_i\cos(\theta_i+\chi)$. AB and BA would then have $F=3\cos(\chi+2\pi/3)$ and $F=3\cos(\chi-2\pi/3)$. These differ unless $\sin\chi=0$, so there would not even be a common zero of energy. Two identical free layers with unequal sublattices, stacked parallel, also lack the half turn, but exchanging the layers sends $\mathbf u$ to $-\mathbf u$, so their coefficients stay real and the ratio survives.

### The three energies

| stacking | $(\theta_1,\theta_2,\theta_3)$ | $F$ |
|---|---|---|
| AA | $(0,0,0)$ | $3$ |
| AB | $(2\pi/3,\,2\pi/3,\,-4\pi/3)$ | $-3/2$ |
| midpoint | $(\pi,\,\pi,\,-2\pi)$ | $-1$ |

Both $V_0$ and $V_1$ cancel:
$$\frac{V_{\rm mid}-V_{\rm AB}}{V_{\rm AA}-V_{\rm AB}}=\frac{2V_1(-1+\tfrac32)}{2V_1(3+\tfrac32)}=\frac{1/2}{9/2}=\frac19 .$$

It remains to show that AB is the minimum and that the midpoint is the pass.

### Why AB and BA are the minima

Measure energy from AB by $W=V-V_{\rm AB}=2V_1(F+\tfrac32)=V_1(3+2F)$. Now expand the squared length of a sum of three unit phasors:
$$|1+e^{i\theta_1}+e^{-i\theta_2}|^2=3+2\cos\theta_1+2\cos\theta_2+2\cos(\theta_1+\theta_2).$$
Since $\cos(\theta_1+\theta_2)=\cos\theta_3$, the right side is $3+2F$. Therefore
$$W=V_1\,|1+e^{i\theta_1}+e^{-i\theta_2}|^2 .$$

For $V_1>0$ this is never negative. It vanishes only when the three phasors are $120^\circ$ apart, which requires $\theta_1=\theta_2=\pm2\pi/3$ up to multiples of $2\pi$. These are AB and BA. At AA the phasors line up and add to 3, so $W=9V_1$. At the midpoint they are $1,-1,-1$ and add to $-1$, so $W=V_1$. The ninth is the square of one third.

If $V_1$ were negative, AA would be the minimum and AB a maximum. The arithmetic ratio would survive, but it would no longer describe a barrier between stable stackings.

### Why the midpoint is a saddle

The gradient of $W$ is $-2V_1\sum_i\sin\theta_i\,\mathbf b_i$. At the midpoint every sine vanishes, so the point is stationary. The curvature along a unit vector $\mathbf n$ is
$$W_{nn}=-2V_1\sum_i\cos\theta_i\,(\mathbf n\cdot\mathbf b_i)^2 .$$
Because the $\mathbf b_i$ are $120^\circ$ apart, $\sum_i(\mathbf n\cdot\mathbf b_i)^2=\tfrac32b^2$ for every $\mathbf n$. The cosines at the midpoint are $-1,-1,+1$, so
$$W_{nn}=2V_1\left[\tfrac32b^2-2(\mathbf n\cdot\mathbf b_3)^2\right].$$
The path from AB to BA runs along $\mathbf a_1+\mathbf a_2$, which is parallel to $\mathbf b_3$. Along it $(\mathbf n\cdot\mathbf b_3)^2=b^2$ and the curvature is $-V_1b^2$. Across it $\mathbf n\cdot\mathbf b_3=0$ and the curvature is $+3V_1b^2$. One negative and one positive curvature make a saddle. At AB all three cosines are $-\tfrac12$, and the curvature is $+\tfrac32V_1b^2$ in every direction.

### Why no other path is lower

A saddle on one path does not by itself exclude a lower pass elsewhere. For that, factorise $1+F$. Let $\sigma=(\theta_1+\theta_2)/2$ and $\delta=(\theta_1-\theta_2)/2$. Then $\cos\theta_1+\cos\theta_2=2\cos\sigma\cos\delta$ and $1+\cos\theta_3=1+\cos2\sigma=2\cos^2\sigma$, so
$$1+F=2\cos\sigma\,(\cos\delta+\cos\sigma)=4\cos\sigma\cos\frac{\theta_1}{2}\cos\frac{\theta_2}{2}.$$
The last step uses $\sigma+\delta=\theta_1$ and $\sigma-\delta=\theta_2$. Since $3+2F=1+2(1+F)$,
$$W=V_1\left[1+8\cos\frac{\theta_1}{2}\cos\frac{\theta_2}{2}\cos\frac{\theta_1+\theta_2}{2}\right].$$

Consider the triangle $\theta_1\le\pi$, $\theta_2\le\pi$, $\theta_1+\theta_2\ge\pi$. AB, at $(2\pi/3,2\pi/3)$, lies inside it. BA, at $(4\pi/3,4\pi/3)$, lies outside, and so do all its periodic copies, because AB is the only zero of $W$ in the triangle. On each side one cosine vanishes, so $W=V_1$ on the whole boundary. Every continuous path from AB to BA must cross that boundary and therefore reaches at least $V_1$.

The straight path attains this bound. On it $\theta_1=\theta_2=\phi$, and the phasor formula gives
$$W=V_1(1+2\cos\phi)^2 .$$
From AB to BA, $\phi$ runs from $2\pi/3$ to $4\pi/3$. The bracket goes from 0 to $-1$ and back to 0, so $W$ peaks at $V_1$ at the midpoint, which is a corner of the triangle.

The same formula covers the other way out of AB. Moving backwards, $\phi$ falls from $2\pi/3$ through 0 to $-2\pi/3$, which is again a BA stacking. This route passes over AA and peaks at $9V_1$. The two hills on this one line have heights in the ratio 1 to 9.

### What higher harmonics do

The second star consists of $\mathbf b_1-\mathbf b_2$, $\mathbf b_2-\mathbf b_3$, $\mathbf b_3-\mathbf b_1$ and their negatives. The third consists of $\pm2\mathbf b_i$. The same symmetries give each star one real coefficient, $V_2$ and $V_3$. They add $2V_2F_2+2V_3F_3$ to the energy, where $F_2$ is the sum of the cosines of the three phase differences and $F_3=\sum_i\cos2\theta_i$. From the phases in the table:

- $F_2=3$ at AA, $3$ at AB and $-1$ at the midpoint;
- $F_3=3$ at AA, $-\tfrac32$ at AB and $3$ at the midpoint.

Taking differences from AB,
$$\frac{V_{\rm mid}-V_{\rm AB}}{V_{\rm AA}-V_{\rm AB}}=\frac{V_1-8V_2+9V_3}{9V_1+9V_3}.$$
The second star does not change the AA energy relative to AB, but it acts on the midpoint with weight 8. To first order the ratio is $\tfrac19(1-8V_2/V_1+8V_3/V_1)$, so a 1% admixture of either star shifts it by 8%, in opposite directions.

To see a plausible size at fixed spacing, I summed a model repulsion $e^{-r/\lambda}$ over all atom pairs between the layers, with $\lambda=0.05$ nm, $a=0.246$ nm and a spacing of 0.335 nm. A discrete Fourier transform over displacements gave $V_2/V_1=2.6\times10^{-3}$ and $V_3/V_1=4.2\times10^{-5}$. The full ratio is 0.109 instead of 0.111, about 2% lower. Squeezing the layers to 0.25 nm raises $V_2/V_1$ to $1.3\times10^{-2}$. This is a pair model, not an electronic-structure calculation, and the size of the shift depends on it. With $\lambda=0.028$ nm the ratio is 0.102. The registry-dependent Kolmogorov–Crespi potential with its original parameters gives about 0.07 at its AB spacing, where the third star is the largest correction ($V_3/V_1\approx-0.05$). A later refit of the same form gives about 0.10, with a negligible third star.

### Why your relaxed ratio is larger

Let the spacing open by $x$ from its AB value. A simple model has a harmonic spring $k$ per cell and a stacking energy that decays with length $\ell$:
$$E(x)=\tfrac12kx^2+We^{-x/\ell}.$$
Setting $dE/dx=0$ gives $kx=(W/\ell)e^{-x/\ell}$, so $We^{-x/\ell}=k\ell x$ and the relaxed energy is $E=\tfrac12kx^2+k\ell x$. With $y=x/\ell$, the same condition reads $W=k\ell^2ye^{y}$, and
$$\frac EW=\frac{k\ell^2(y+\tfrac12y^2)}{k\ell^2ye^y}=\left(1+\frac y2\right)e^{-y}.$$
Its derivative, $-\tfrac12(1+y)e^{-y}$, is negative, and $y$ grows with $W$. The higher energy is thus lowered by the larger fraction. AA loses more than the saddle, and in this model the ratio must rise above $1/9$.

For numbers I take rough typical graphene values: an AA energy of 36 meV per cell at fixed spacing and an out-of-plane stiffness of 36 GPa. The cell area is 0.0524 nm², so
$$k=\frac{36\ \text{GPa}\times0.0524\ \text{nm}^2}{0.335\ \text{nm}}\approx3.52\times10^4\ \text{meV/nm}^2 .$$
The pair sum gives $\ell=0.030$ nm, from the logarithmic slope of its AA–AB difference with spacing. Solving the condition for $x$ numerically:

| | fixed spacing | opening | relaxed |
|---|---|---|---|
| saddle | 4.0 meV | 0.003 nm | 3.8 meV |
| AA | 36 meV | 0.018 nm | 25.6 meV |

The ratio becomes $3.78/25.6\approx0.15$, about a third above $1/9$. The figure depends on $\ell$: for $\lambda$ between 0.028 and 0.07 nm it runs from 0.16 to 0.14. The model also starts from exactly $1/9$ and uses one $\ell$ for all stackings. With the Kolmogorov–Crespi potential relaxation likewise raises the ratio, from 0.07 to 0.10 with the original parameters and from 0.10 to 0.14 with the refit, so whether it ends above $1/9$ depends on the fixed-spacing surface.

The relaxed surface still has all the symmetries used above. If you Fourier-analyse it and keep its first star alone, that part again has the ratio $1/9$. What fails is the truncation, and it fails mainly at the saddle. In the model above the first star of the relaxed surface has $V_1=2.89$ meV. That gives $9V_1=26.0$ meV for AA, within 2% of the relaxed 25.6 meV, but only 2.89 meV for the saddle, 23% below the relaxed 3.78 meV. The excess at the saddle comes from the second star ($V_2/V_1\approx-0.07$), partly offset by the third ($V_3/V_1\approx-0.03$).

### A flake at growth temperature

Take a square flake of side 5 nm on a larger, rigidly held graphene layer, at fixed spacing. With 36 meV for AA, $V_1=36/9=4$ meV, which is also the saddle energy per cell. The flake contains $25/0.0524\approx477$ cells, so its rigid sliding barrier is
$$477\times4\ \text{meV}\approx1.91\ \text{eV}\quad(3.06\times10^{-19}\ \text{J}).$$
At 1300 K, $k_BT=0.112$ eV and the barrier is $17\,k_BT$. At 300 K it is $74\,k_BT$. Thermal switching is therefore far more strongly suppressed after cooling than during growth. The curvatures found above give a rough time scale. With a mass of 24 u per cell, the curvature $\tfrac32V_1b^2$ at AB and $3V_1b^2$ across the saddle, harmonic transition-state theory for rigid sliding gives an attempt rate $\omega_{\rm AB}^2/(2\pi\omega_\perp)\approx5\times10^{11}$ s$^{-1}$ for each of the three exits. The switching time is then of order $10^{-5}$ s at 1300 K and $10^{20}$ s at 300 K. This leaves out friction, twist and the internal vibrations of the flake.

The barrier grows with area. It would equal $k_BT$ at 1300 K for $112/4=28$ cells, a flake about 1.2 nm across. At that size most cells are at the edge, so the estimate shows only where the argument stops.

Two other routes limit the rigid picture.

**Rotation.** If the flake turns far enough to sample all registries evenly, $F$ averages to zero and $W$ to $3V_1=12$ meV per cell. That costs 5.7 eV for this flake, three times the sliding barrier. This compares two limits at fixed spacing and says nothing about paths that combine a small twist with sliding.

**Elastic deformation.** A large flake can switch by sweeping an AB–BA wall across itself. Suppose the displacement $u$ is parallel to the wall and varies with the distance $s$ across it. With shear stiffness $K$ and stacking energy per area $w(u)$, the wall minimises $\int[\tfrac12K(u')^2+w]\,ds$, so $Ku''=dw/du$. Multiplying by $u'$ and integrating gives $\tfrac12K(u')^2=w$. The constant is zero because both terms vanish far from the wall. At the centre $w$ has its saddle value $w_s$. Dividing the AB–BA distance $\tau=a/\sqrt3=0.142$ nm by the slope there defines a width
$$\tau\sqrt{\frac{K}{2w_s}}=0.142\ \text{nm}\sqrt{\frac{900}{2\times0.0763}}\approx11\ \text{nm},$$
with a rough $K=900$ eV/nm² and $w_s=4\ \text{meV}/0.0524\ \text{nm}^2=0.0763$ eV/nm². The 5 nm flake is about half as wide as such a wall, so treating it as rigid is reasonable. For flakes approaching this width, the rigid barrier should not be used as the switching barrier: with these inputs, a free square flake that can shear and twist already finds a pass below the uniform saddle at a side of about 9 nm.

### How this compares with real growth

The inputs are rough but in the usual range for graphene near room temperature, and 1300 K is typical of its growth on copper. On copper, however, the second layer is commonly reported to nucleate between the first layer and the metal. Such a flake also touches the metal, which this on-top model does not describe. The barrier quoted at 1300 K ignores thermal expansion. With graphite's $c$-axis coefficient of about $27\times10^{-6}$ K$^{-1}$ the spacing grows by about 0.009 nm, which with $\ell=0.030$ nm lowers the barrier by about a quarter, to roughly 1.4 eV or $13\,k_BT$. Real layers do not keep a fixed spacing. In the model above, relaxation moves the ratio from 0.11 to 0.15 but lowers the flake's barrier only from 1.91 to 1.80 eV, because the saddle itself hardly relaxes. The edge is less certain: a rim one lattice constant wide holds about 20% of the cells, and their binding to each other, to hydrogen or to the metal is not in the model. So use $1/9$ for the first-star part of the energy, and calculate the saddle directly when the real barrier matters.
